Magnetic breakdown through a Bragg gap as a Landau-Zener transition

An electron of charge −e and mass m moves in the xy plane in a uniform magnetic field B > 0 along z. A weak periodic potential

U(x) = 2Δ cos(Gx), Δ > 0,

opens a gap where k_x = ±G/2. Without the potential, the electron follows a free circular orbit in k space. With it, the electron may be Bragg reflected from k_x = G/2 to −G/2, or it may continue on the free orbit. The second outcome is called magnetic breakdown, and its probability is P.

At the crossing, v_x = ħG/(2m) and v_y > 0 denote the speeds of the free orbit normal and parallel to the Bragg plane. They are not the band velocities at the gap, where the normal component vanishes.

**(a) Find the two bands near the Bragg plane, and express the gap Eg through Δ.**

**Solution.** Since 2Δ cos(Gx) = Δ(e^{iGx} + e^{−iGx}), the potential couples plane waves whose k_x differ by G, with matrix element Δ. Near the Bragg plane two of them are almost degenerate:

wave 1: ħk_x = ħG/2 + q,
wave 2: ħk_x = −ħG/2 + q.

Their free energies are

ε₁,₂ = [(±ħG/2 + q)² + p_y²]/(2m)
= [(ħG/2)² + q² + p_y²]/(2m) ± v_x q.

The bracket is common to both waves, and the difference ε₁ − ε₂ = 2v_x q is linear in q. Calling the common part ε̄, the two-wave Hamiltonian is

H = ε̄ + v_x q σ_z + Δ σ_x.

The matrix v_x q σ_z + Δσ_x has zero trace and determinant −(v_x²q² + Δ²), so

E± = ε̄ ± √(v_x²q² + Δ²).

The separation is smallest at q = 0, where it is Eg = 2Δ. This is the full gap at fixed k. Other plane waves are neglected because they lie far away in energy compared with Δ.

For q well below zero, the lower band is mostly wave 1; for q well above zero, it is mostly wave 2. An electron that remains in wave 1 while q changes sign therefore changes band. Remaining in one band means changing wave, which is Bragg reflection.

**(b) Include the magnetic field. Show that the stationary problem at fixed energy becomes a two-state problem in time, and find its sweep rate.**

**Solution.** The field replaces p by the kinetic momentum Π = p + eA. In the gauge A = (0, Bx),

Π_x = p_x, Π_y = p_y + eBx,
[Π_x, Π_y] = eB[p_x, x] = −iħeB.

The canonical p_y is conserved because H does not contain y; set it to zero by choosing the origin of x. This may shift the phase of the cosine, but such a phase can be absorbed in the relative phase of the two waves.

Use the representation in which Π_x is a number. Then

Π_y = iħeB d/dq,

because [q, iħeB d/dq]f = iħeB[qf′ − (qf)′] = −iħeB f. The operator e^{iGx} shifts Π_x by ħG and commutes with Π_y, so the coupling between waves 1 and 2 remains Δ.

Let p_c = mv_y be the parallel momentum at which the free orbit of energy E meets the Bragg plane. Near the crossing,

ε̄ ≈ E + v_y(Π_y − p_c).

The dropped terms are q²/(2m) and (Π_y − p_c)²/(2m). This requires a transition region small compared with the orbit. The equation Hψ = Eψ becomes

[v_y(iħeB d/dq − p_c) + v_x q σ_z + Δσ_x]ψ = 0.

Write ψ = exp[−ip_c q/(ħeB)]φ. Differentiating the exponential produces +p_c, which cancels −p_c:

iħeB v_y dφ/dq = −(v_x q σ_z + Δσ_x)φ.

Now define t by q = −e v_y B t. Then d/dq = −(e v_y B)⁻¹ d/dt, and the two minus signs cancel:

iħ dφ/dt = (v_x q(t) σ_z + Δσ_x)φ.

This is a Landau-Zener problem. The relation dq/dt = −e v_y B is also the x component of the Lorentz force −e v × B. The classical picture alone leaves a difficulty: the two waves have opposite v_x, so their Π_y change in opposite directions. The operator equation removes it, since Π_y has become a derivative and is not a prescribed function of time.

Both waves carry the same flux factor |dq/dt| = e v_y B, so ratios of |φ_j|² are probabilities. The energy difference is

ε₁ − ε₂ = 2v_x q = −αt, α = 2e v_x v_y B.

**(c) Solve the two-state problem: find the probability of remaining in the original wave after a complete sweep.**

**Solution.** In components,

iħ dφ₁/dt = −(αt/2)φ₁ + Δφ₂,
iħ dφ₂/dt = +(αt/2)φ₂ + Δφ₁.

Remove a common phase by φ_j = exp[iαt²/(4ħ)]c_j. Its derivative adds αt/2 to both diagonal energies. With a = c₂, b = c₁, τ = t√(α/ħ) and γ = Δ/√(ħα), the equations are

i a′ = τa + γb,
i b′ = γa.

Seek solutions as integrals along a contour C in the complex ω plane:

a = ∫_C e^{−iωτ} A(ω) dω, b = ∫_C e^{−iωτ} D(ω) dω.

The second equation gives ωD = γA, so D = γA/ω. In the first, τe^{−iωτ} = i d(e^{−iωτ})/dω. Integration by parts, with vanishing end terms, turns τa into the integral of −iA′. Hence

ωA = −iA′ + γ²A/ω,
A′/A = i(ω − γ²/ω),
A = exp(iω²/2) ω^{−iγ²}.

Let both ends of C run parallel to ω = s e^{iπ/4}, where iω²/2 = −s²/2; the end terms then vanish. Let C pass above ω = 0, and place the cut of the power along the negative imaginary axis.

In the distant past, τ → −∞, complete the square:

iω²/2 − iωτ = i(ω − τ)²/2 − iτ²/2.

The straight line ω = τ + s e^{iπ/4} passes above the origin at height |τ|, so C can be moved onto it without crossing the singularity. The Gaussian e^{−s²/2} has a width of order one, while the power varies over the much larger scale |τ|. The power may therefore be evaluated at ω = τ = |τ|e^{iπ}:

|a|² → 2π |exp[−iγ²(ln|τ| + iπ)]|² = 2π e^{2πγ²}.

The factor 2π is the square of ∫e^{−s²/2}ds = √(2π). In b there is an extra factor γ/ω ≈ γ/τ, so b → 0. The chosen contour describes an electron that starts entirely in state a.

In the distant future, τ → +∞, the corresponding line passes below the origin. Moving C onto it leaves an additional piece wrapped around the cut. There ω = −iy, and e^{−iωτ} = e^{−yτ} restricts y to about 1/τ. This piece vanishes as 1/τ in a. In b the factor 1/ω keeps it finite, and it is the transferred amplitude. The Gaussian part now has ω = τ > 0 with zero phase angle, so |a|² → 2π. The survival probability is

P = 2π/(2π e^{2πγ²}) = e^{−2πγ²} = exp[−2πΔ²/(ħα)].

It is the same for a start in state b. The evolution matrix V is unitary, so |V₁₁|² + |V₁₂|² = 1 from its first row and |V₁₂|² + |V₂₂|² = 1 from its second column. Hence |V₁₁| = |V₂₂|.

As a test, the two equations were integrated numerically from τ = −6 to τ = 40, starting from the contour amplitudes. At the end the state was projected on the eigenstate of the two-state matrix that becomes pure a as τ → ∞; this removes the remaining mixing, of order γ/τ in amplitude. The survival probability was 0.67523 for γ = 0.25 and 0.28017 for γ = 0.45, in agreement with the formula to the digits given.

**(d) Obtain the breakdown probability and its characteristic field. Examine weak and strong fields.**

**Solution.** Insert Δ = Eg/2 and α = 2e v_x v_y B:

2πΔ²/(ħα) = 2π(Eg²/4)/(2ħe v_x v_y B)
= πEg²/(4ħe v_x v_y B).

Therefore

P = exp(−B0/B), B0 = πEg²/(4ħe v_x v_y).

For B ≪ B0 the sweep is slow, P is exponentially small, and the electron follows its band through the Bragg reflection. For B ≫ B0,

1 − P ≈ B0/B.

First-order perturbation theory confirms this limit. The transfer amplitude has magnitude

(Δ/ħ)|∫exp[iαt²/(2ħ)]dt| = (Δ/ħ)√(2πħ/α),

with the integral over all t. Its square is 2πΔ²/(ħα) = B0/B.

The gap enters squared, but the reason looks different in the two limits. In weak fields, one factor of Eg in the exponent can be read as the coupling and the other as the time the levels stay within about a gap of each other. In strong fields, the transfer takes a time of order √(ħ/α), which does not depend on the gap; the square then comes from squaring an amplitude proportional to Δ. The force on q equals that of an electric field of magnitude v_y B along x, so breakdown is the magnetic counterpart of Zener tunnelling.

The formula sends B0 to infinity when v_x or v_y tends to zero, but it cannot be trusted there. If v_y is small, the orbit nearly grazes the Bragg plane and v_y changes during the passage. If v_x = ħG/(2m) is small, so is G; further plane waves then lie close in energy, and two waves no longer suffice.

**(e) Interpret B0 geometrically, and use the interpretation to estimate the effect of orbit curvature.**

**Solution.** At fixed energy, the linearised bands satisfy

ħv_y δk_y = ∓√(v_x²q² + Δ²).

The two real branches never meet. Put q = iħκ with κ real:

(ħv_y δk_y)² + (ħv_x κ)² = Δ².

This is an ellipse with semi-axes Δ/(ħv_y) and Δ/(ħv_x), and area

S = πΔ²/(ħ²v_x v_y).

With the squared magnetic length ℓ² = ħ/(eB),

ℓ²S = πΔ²/(ħe v_x v_y B) = B0/B, or B0 = ħS/e.

The area also follows from the semiclassical wave. Because Π_y = iħeB d/dq, that wave varies as exp[−(i/ħeB)∫Π_y dq]. Going along imaginary q to the point where the branches join, and returning on the other branch, covers half the ellipse. The decaying amplitude is e^{−ℓ²S/2}, whose square is e^{−ℓ²S}.

For a curved free orbit, keep the quadratic terms omitted in (b). With k_c = p_c/ħ, the two branches are

k_y² = k_c² + κ² ± (2m/ħ²)√(Δ² − ħ²v_x²κ²).

The area between them gives a leading semiclassical estimate of B0 with curvature included.

**(f) Evaluate B0 and P for a model metal with in-plane energy 6.0 eV, G = 16 nm⁻¹, Eg = 60 meV and the free-electron mass. Judge the approximations.**

**Solution.** The orbit meets the Bragg plane at k_x = 8.00 nm⁻¹ and k_y = 9.67 nm⁻¹. The speeds ħk/m are v_x = 9.26 × 10⁵ m/s and v_y = 1.119 × 10⁶ m/s. At 10 T the sweep rate is α = 20.733 eV/ps. With ħ = 6.582 × 10⁻⁴ eV ps,

γ² = (0.030 eV)²/(6.582 × 10⁻⁴ × 20.733 eV²) = 0.06595,
B0 = 10 T × 2π × 0.06595 = 4.14 T = 4.14 × 10⁴ gauss.

The breakdown probability is 0.016 at 1 T, 0.13 at 2 T, 0.44 at 5 T, 0.66 at 10 T and 0.81 at 20 T. It reaches one half at B0/ln 2 = 5.98 T.

At 10 T the cyclotron energy ħeB/m is 1.16 meV, far below the 60 meV gap; the two would be equal at 518 T. Breakdown needs no such equality, because

B0/(mEg/ħe) = πEg/(4m v_x v_y),

which is small when the gap is small compared with m v_x v_y, here 5.9 eV. The equivalent electric field v_y B at 10 T is 0.112 MV/cm.

A test without linearisation or restriction to two waves uses the gauge of (b), where the full problem is

H = p_x²/(2m) + e²B²x²/(2m) + Eg cos(Gx).

A wave packet was followed from 1 nm⁻¹ below the Bragg condition to 1 nm⁻¹ above it (k_x rising, hence v_y < 0; P depends only on |v_y|), and the transmitted part was separated by position. For the example, the transmitted fractions at 5, 10 and 20 T were 0.4363, 0.6603 and 0.8123; the formula gives 0.4366, 0.6607 and 0.8129. Two further cases changed the velocities and, in one, the gap. The largest difference in P among all five was 0.0011. Each packet value lies slightly below the formula. For the example this comes from the start. The packet begins as a single plane wave, whereas the band state 1 nm⁻¹ from the plane contains the other wave with weight [Δ/(2ħv_x × 1 nm⁻¹)]² = 6 × 10⁻⁴. Multiplying the formula by 1 − 6 × 10⁻⁴ reproduces the three packet values to 10⁻⁴, and a packet started with the first-order admixture included agrees with the formula to 3 × 10⁻⁵.

The passage time is of the order of √(ħ/α) + Δ/α, which is 7.1 fs at 10 T. This sets only the scale. The population transferred to the other wave rises from 10% to 90% of its final value in about 12 fs, 1.7 times as long. It then oscillates and stays within 10% of that value only after about 45 fs, in which the free orbit turns through about 0.08 rad. In 7.1 fs the free orbit turns through about 0.012 rad, and twice that angle is still small, which supports treating v_y as constant. The curved-orbit area changes B0 by a relative 3 × 10⁻⁶, and the other plane waves change the gap by a relative −2 × 10⁻⁶. They also shift the two levels and their slopes slightly; with these effects the area changes B0 by a further relative −1.6 × 10⁻⁵. An energy shift equal to k_BT at 4 K changes B0 by a relative 5 × 10⁻⁵; the Zeeman shift at 10 T changes it by 8 × 10⁻⁵. For an assumed scattering time of 10 ps, the chance of a collision during passage is of order 10⁻³.

These parameters are meant as rough magnitudes for a good simple metal: an energy of several eV, speeds near 10⁶ m/s, and a secondary gap much smaller than the main band energies. They do not describe a particular substance. In a real metal the band velocities and the gap can differ from the values used here, and B0 depends on both. With k and Eg held fixed, a mass 20% larger reduces both speeds and raises B0 by a factor of 1.2² = 1.44, to 5.97 T; P at 10 T falls from 0.66 to 0.55. With the speeds held fixed, a gap 10% larger raises B0 by 21%. Changes of this size matter far more than the small corrections above.

The result also concerns a single passage. If an orbit has several junctions and the electron stays phase coherent between them, amplitudes for different routes to the same final state must be added before squaring. Multiplying single-junction probabilities then does not in general give the outcome for the whole orbit. This already concerns the example: at 10 T the cyclotron period is 3.6 ps, shorter than the assumed scattering time of 10 ps. The numerical output below gives the remaining digits.

Values computed for the example and the checks

```
TWO-STATE SWEEP (dimensionless)
gamma=0.25: integrated P=0.67523, formula P=0.67523
gamma=0.45: integrated P=0.28017, formula P=0.28017
WAVE PACKET IN FULL COSINE POTENTIAL
E=6 eV, G=16 nm^-1, Eg=60 meV, B=5 T: packet 0.4363, formula 0.4366
E=6 eV, G=16 nm^-1, Eg=60 meV, B=10 T: packet 0.6603, formula 0.6607
E=6 eV, G=16 nm^-1, Eg=60 meV, B=20 T: packet 0.8123, formula 0.8129
E=6 eV, G=12 nm^-1, Eg=60 meV, B=10 T: packet 0.6152, formula 0.6159
E=4 eV, G=16 nm^-1, Eg=90 meV, B=20 T: packet 0.4935, formula 0.4946
Shift of P at 10 T, half time step: 1.6e-06
Shift of P at 10 T, half mesh spacing: 2.6e-08
WORKED EXAMPLE
In-plane energy: 6.0 eV
Potential wave number G: 16.0 nm^-1
Full gap Eg: 60.0 meV
Crossing kx: 8.000 nm^-1
Crossing ky: 9.669 nm^-1
Speed vx: 9.2614e+05 m/s
Speed vy: 1.1193e+06 m/s
Breakdown field B0: 4.144 T = 4.144e+04 gauss
Field for P=1/2: 5.978 T
P at 1 T: 0.0159
P at 2 T: 0.1259
P at 5 T: 0.4366
P at 10 T: 0.6607
P at 20 T: 0.8129
Sweep rate at 10 T: 20.733 eV/ps
gamma squared at 10 T: 0.06595
Equivalent electric field vy*B at 10 T: 0.1119 MV/cm
Cyclotron energy at 10 T: 1.158 meV
Field where cyclotron energy equals Eg: 518.3 T
Forbidden area: 6.29559e-03 nm^-2
NEGLECTED EFFECTS
B0 from curved-orbit area: 4.14383 T
Relative B0 shift from orbit curvature: 3.41e-06
Relative gap shift from other plane waves: -2.37e-06
Thermal energy at 4 K: 0.345 meV
Relative B0 change for that energy: 4.84e-05
Zeeman shift per spin at 10 T (g=2): 0.579 meV
Relative B0 change for that shift: 8.13e-05
Passage time at 10 T: 7.08 fs
Assumed scattering time: 10.0 ps
Scattering chance in passage: 7.08e-04
B0 for 20% heavier mass, same k and Eg: 5.967 T
P at 10 T for that mass: 0.5506
```
